# The Gerjuoy–Stein Quadrupole Cross Section from Plane Waves and Partial Waves: a numerical check

```python
# Result under test (Hartree atomic units, first Born approximation):
#   sigma(J->J+2) = (8 pi/15) Q^2 (kf/ki) (J+1)(J+2)/((2J+1)(2J+3))
# Q: molecular quadrupole moment, sum of charge*(3z^2-r^2)/2
# ki, kf: electron wave numbers before and after; B: rotational constant
# kf^2 = ki^2 - 2B(4J+6). Electron energy in the field: -Q P2(cos)/r^3.
# Example: N2 with Q and polarizabilities from MP2 finite-field energies.
import os
for name in ('OMP_NUM_THREADS', 'OPENBLAS_NUM_THREADS', 'MKL_NUM_THREADS'):
    os.environ[name] = '1'
import numpy as np
from math import factorial, pi, sqrt
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import spherical_jn, spherical_yn, lpmv, eval_legendre
from pyscf import gto, scf, mp

HARTREE_EV = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0]
AREA = BOHR**2 / 1e-20            # one bohr^2 in units of 1e-20 m^2


def p2(c):
    return 1.5 * c**2 - 0.5


def sigma_up(J, energy, Q, B):
    ratio2 = 1 - (4*J + 6) * B / energy
    if ratio2 <= 0:
        return 0.0
    return (8*pi/15 * Q**2 * sqrt(ratio2) * (J+1)*(J+2)
            / ((2*J+1)*(2*J+3)))


def sigma_down(J, energy, Q, B):
    """De-excitation J+2 -> J at the given incident energy."""
    ratio = sqrt(1 + (4*J + 6) * B / energy)
    return 8*pi/15 * Q**2 * ratio * (J+1)*(J+2) / ((2*J+5)*(2*J+3))


# ---- Born integral by three-dimensional quadrature inside a sphere ----
def born_integral(angle, radius):
    """Integral of exp(i q.r) P2(r.s)/r^3 for |q|=1, q along z."""
    c, wc = np.polynomial.legendre.leggauss(60)
    phi = 2*pi*np.arange(24)/24
    t, wt = np.polynomial.legendre.leggauss(80)
    r, wr = radius*(t+1)/2, radius*wt/2
    cos_rs = (c[:, None]*np.cos(angle)
              + np.sqrt(1-c[:, None]**2)*np.sin(angle)*np.cos(phi))
    ring = p2(cos_rs).sum(axis=1) * 2*pi/24
    shell = np.exp(1j*np.outer(r, c)) @ (wc*ring)
    return np.sum(wr*shell/r)


for angle in (0.3, 1.2):
    for radius in (5.0, 30.0):
        closed = -4*pi*p2(np.cos(angle))*(1/3 - spherical_jn(1, radius)/radius)
        assert abs(born_integral(angle, radius) - closed) < 1e-8
j2_over_x = quad(lambda x: spherical_jn(2, x)/x, 0, 300, limit=1000)[0]
assert abs(j2_over_x - 1/3) < 3e-5          # tail is below 1/300^2
j2_over_x2 = quad(lambda x: spherical_jn(2, x)/x**2, 1e-9, 300, limit=1000)[0]
assert abs(j2_over_x2 - pi/16) < 1e-6


# ---- M-averaged squared matrix element from spherical harmonics ----
def harmonics(l, c, phi):
    rows = []
    for m in range(-l, l+1):
        a = abs(m)
        norm = sqrt((2*l+1)/(4*pi)*factorial(l-a)/factorial(l+a))
        rows.append(norm*lpmv(a, l, c)*np.exp(1j*m*phi))
    return np.array(rows)


def mean_square(J_from, J_to, tilt):
    c, wc = np.polynomial.legendre.leggauss(24)
    phi = 2*pi*np.arange(40)/40
    C, P = [g.ravel() for g in np.meshgrid(c, phi, indexing='ij')]
    weight = np.repeat(wc, 40)*2*pi/40
    cos_qs = C*np.cos(tilt) + np.sqrt(1-C**2)*np.sin(tilt)*np.cos(P)
    bra = harmonics(J_to, C, P).conj()*weight*p2(cos_qs)
    element = bra @ harmonics(J_from, C, P).T
    return np.sum(abs(element)**2)/(2*J_from+1)


for J in (0, 1, 6):
    for tilt in (0.4, 1.1):
        top = 0.3*(J+1)*(J+2)/(2*J+3)
        assert abs(mean_square(J, J+2, tilt) - top/(2*J+1)) < 1e-10
        assert abs(mean_square(J+2, J, tilt) - top/(2*J+5)) < 1e-10


# ---- radial integrals of j_l(ki r) j_l'(kf r)/r on a midpoint grid ----
def radial_tables(ratio, lmax, end=400.0, step=0.05):
    x = (np.arange(int(end/step)) + 0.5)*step
    first = np.array([spherical_jn(l, x) for l in range(lmax+1)])
    second = np.array([spherical_jn(l, ratio*x) for l in range(lmax+1)])
    return first*step/x, second


# ---- two coupled p-wave channels: does the flux follow the Born law? ----
def channel_functions(k, r):
    x = k*r
    j, y = spherical_jn(1, x), spherical_yn(1, x)
    dj = spherical_jn(1, x, derivative=True)
    dy = spherical_yn(1, x, derivative=True)
    return x*j, k*(j + x*dj), -x*y, -k*(y + x*dy)


def transition_flux(k1, k2, strength, start=0.1, end=60.0):
    def rhs(r, u):
        coupling = -2*strength/r**3
        return [u[1], (2/r**2-k1**2)*u[0] + coupling*u[2],
                u[3], (2/r**2-k2**2)*u[2] + coupling*u[0]]
    incoming, outgoing = np.zeros((2, 2), complex), np.zeros((2, 2), complex)
    for n in range(2):
        u0 = np.zeros(4)
        u0[2*n:2*n+2] = channel_functions((k1, k2)[n], start)[:2]
        u = solve_ivp(rhs, (start, end), u0, method='DOP853',
                      rtol=1e-9, atol=1e-12).y[:, -1]
        for ch, k in enumerate((k1, k2)):
            F, dF, G, dG = channel_functions(k, end)
            a, b = np.linalg.solve([[F, G], [dF, dG]], u[2*ch:2*ch+2])
            outgoing[ch, n] = b/2 + a/2j
            incoming[ch, n] = b/2 - a/2j
    out = outgoing @ np.linalg.solve(incoming, [1, 0])
    return k2/k1*abs(out[1])**2, abs(out[0])**2 + k2/k1*abs(out[1])**2


flux_tests = []
for k2 in (0.5, 0.8):
    left, right = radial_tables(k2, 1)
    born_flux = 16*k2*0.01**2*(left[1] @ right[1])**2
    flux, total_flux = transition_flux(1.0, k2, 0.01)
    assert abs(total_flux - 1) < 1e-5
    assert abs(flux/born_flux - 1) < 0.02   # cutoff and second order remain
    flux_tests.append((k2, flux, born_flux))

# ---- N2: quadrupole moment and polarizabilities ----
bond_angstrom = 1.10
bond = bond_angstrom*1e-10/BOHR


def make_n2(basis):
    return gto.M(atom=[['N', (0, 0, -bond/2)], ['N', (0, 0, bond/2)]],
                 unit='Bohr', basis=basis, verbose=0)


def quadrupole_operator(molecule):
    rr = molecule.intor('int1e_rr')
    return -(2*rr[8] - rr[0] - rr[4])/2


n2 = make_n2('aug-cc-pvdz')
repulsion = n2.intor('int2e', aosym='s8')     # shared by all field runs


def energies(perturbation):
    """Hartree-Fock energy, frozen-core MP2 energy, HF density matrix."""
    mf = scf.RHF(n2)
    core = mf.get_hcore() + perturbation
    mf.get_hcore = lambda *args: core
    mf._eri = repulsion
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    mf.kernel()
    assert mf.converged
    correlation = mp.MP2(mf, frozen=2).kernel()[0]
    return mf.e_tot, mf.e_tot + correlation, mf.make_rdm1()


theta = quadrupole_operator(n2)
nuclear_Q = 2*7*(bond/2)**2
gradient, field = 4e-4, 4e-3
plus, minus = energies(gradient*theta), energies(-gradient*theta)
free = energies(0*theta)
Q_hf_slope = (plus[0]-minus[0])/(2*gradient) + nuclear_Q
Q = (plus[1]-minus[1])/(2*gradient) + nuclear_Q
density = free[2]
Q_hf = np.sum(density*theta) + nuclear_Q
assert abs(Q_hf - Q_hf_slope) < 2e-3
dipole = n2.intor('int1e_r')
alpha_par = 2*(free[1]-energies(field*dipole[2])[1])/field**2
alpha_perp = 2*(free[1]-energies(field*dipole[0])[1])/field**2
alpha2 = 2/3*(alpha_par-alpha_perp)
alpha0 = (alpha_par+2*alpha_perp)/3
n2_other = make_n2('cc-pvtz')
other = scf.RHF(n2_other).run()
assert other.converged
Q_hf_other = (np.sum(other.make_rdm1()*quadrupole_operator(n2_other))
              + nuclear_Q)

# Electrostatic potential of the computed charge at 30 bohr.
for point, cosine in (((0, 0, 30.), 1), ((30., 0, 0), 0)):
    with n2.with_rinv_origin(point):
        potential = -np.sum(density*n2.intor('int1e_rinv'))
    for nucleus in n2.atom_coords():
        potential += 7/np.linalg.norm(nucleus-np.array(point))
    # The next multipole is smaller by about 1/30^2 times a few units.
    assert abs(potential/(Q_hf*p2(cosine)/30**3) - 1) < 0.03

# ---- worked numbers ----
mass = n2.atom_mass_list(isotope_avg=True)[0]*const.atomic_mass
B = 1/(2*(mass/2/const.m_e)*bond**2)
energy_ev, J, temperature = 0.1, 6, 300.0
energy = energy_ev/HARTREE_EV
ki = sqrt(2*energy)
kf = sqrt(ki**2 - 2*B*(4*J+6))
lost = (4*J+6)*B
balance_up = (2*J+1)*ki**2*sigma_up(J, energy, Q, B)
balance_down = (2*J+5)*kf**2*sigma_down(J, energy-lost, Q, B)
assert abs(balance_up/balance_down - 1) < 1e-10

# Total cross section rebuilt from partial waves and numerical harmonics.
lmax = 42
left, right = radial_tables(kf/ki, lmax)
c, wc = np.polynomial.legendre.leggauss(60)
wave_sum = s_part = p_part = 0.0
for l in range(lmax+1):
    for lp in (l-2, l, l+2):
        if lp < 0 or lp > lmax or l+lp < 2:
            continue
        threej2 = np.sum(wc*eval_legendre(l, c)*p2(c)*eval_legendre(lp, c))/2
        term = (2*l+1)*(2*lp+1)*threej2*(left[l] @ right[lp])**2
        wave_sum += term
        s_part += term if min(l, lp) == 0 else 0
        p_part += term if l == lp == 1 else 0
sigma_waves = 16*pi*kf/ki*Q**2*mean_square(J, J+2, 0.7)*wave_sum
sigma_main = sigma_up(J, energy, Q, B)
assert abs(sigma_waves/sigma_main - 1) < 1e-3   # finite number of waves


def polarization_factor(e):
    """Born cross section with the r^-4 anisotropic term, over that without."""
    a, b = sqrt(2*e), sqrt(2*(e-lost))
    q = np.sqrt(a*a + b*b - 2*a*b*c)
    return np.sum(wc*(1 + 3*pi*alpha2*q/(32*Q))**2)/2


levels = np.arange(80)
kT = const.k*temperature/const.e/HARTREE_EV
population = (np.where(levels % 2 == 0, 6, 3)*(2*levels+1)
              * np.exp(-B*levels*(levels+1)/kT))
population /= population.sum()
up = np.array([sigma_up(n, energy, Q, B) for n in levels])
down = np.array([sigma_down(n-2, energy, Q, B) if n > 1 else 0
                 for n in levels])
mean_up, mean_down = population @ up, population @ down
gain = population @ (up*(4*levels+6)*B)
back = population @ (down*(4*levels-2)*B)
speed = sqrt(2*energy_ev*const.e/const.m_e)
gas_density = const.torr/(const.k*temperature)
frequency = gas_density*speed*mean_up*BOHR**2
p_phase = alpha0*ki**2*quad(lambda x: (spherical_jn(1, x)/x)**2,
                           1e-9, 300, limit=1000)[0]
assert abs(p_phase/(pi*alpha0*ki**2/15) - 1) < 1e-5
cut_radius = 3.0
x_cut = (ki+kf)*cut_radius
cut_factor = (3*spherical_jn(1, x_cut)/x_cut)**2
second_order = 2*abs(Q)*sqrt(ki*kf)*(left[1] @ right[1])
molecule_speed = sqrt(3*const.k*temperature/(2*mass))

print(f'integral of j2(x)/x, 0 to 300: {j2_over_x:.5f}')
print(f'integral of j2(x)/x^2: {j2_over_x2:.5f}')
for k2, flux, born_flux in flux_tests:
    print(f'two-channel test, kf/ki={k2}: flux {flux:.4e}, Born {born_flux:.4e}')
print(f'N2 bond length: {bond_angstrom:.2f} angstrom')
print(f'Q, HF/aug-cc-pVDZ: {Q_hf:.4f} a.u.')
print(f'Q, HF/cc-pVTZ: {Q_hf_other:.4f} a.u.')
print(f'Q, MP2/aug-cc-pVDZ: {Q:.4f} a.u.')
print(f'polarizability, parallel: {alpha_par:.3f} a.u.')
print(f'polarizability, perpendicular: {alpha_perp:.3f} a.u.')
print(f'alpha2: {alpha2:.3f} a.u.')
print(f'B: {B*HARTREE_EV*1e3:.4f} meV')
print(f'electron energy: {energy_ev:.2f} eV')
print(f'threshold of J=6->8: {lost*HARTREE_EV*1e3:.3f} meV')
print(f'ki: {ki:.5f} a.u.')
print(f'kf: {kf:.5f} a.u.')
print(f'kf/ki: {kf/ki:.5f}')
angular = (J+1)*(J+2)/((2*J+1)*(2*J+3))
print(f'angular factor (J+1)(J+2)/((2J+1)(2J+3)), J=6: {angular:.5f}')
print(f'prefactor (8 pi/15) Q^2: {8*pi/15*Q**2:.4f} bohr^2')
print(f'sigma 6->8, formula: {sigma_main:.5f} bohr^2')
print(f'sigma 6->8, partial waves: {sigma_waves:.5f} bohr^2')
print(f'sigma 6->8: {sigma_main*AREA:.4f} e-20 m^2')
print(f'sigma 0->2 at 0.1 eV: {sigma_up(0, energy, Q, B)*AREA:.4f} e-20 m^2')
print('J=6->8: energy (eV), kf/ki, sigma (e-20 m^2), polarization factor')
for ev in (0.01, 0.02, 0.05, 0.1):
    e = ev/HARTREE_EV
    print(f'  {ev:.2f}  {sqrt(1-lost/e):.4f}  '
          f'{sigma_up(J, e, Q, B)*AREA:.4f}  {polarization_factor(e):.4f}')
print(f'partial-wave sum W (limit 1/9): {wave_sum:.6f}')
print(f'share of p-to-p waves: {100*p_part*9:.2f} %')
print(f'share involving an s wave: {100*s_part*9:.2f} %')
print(f'gas temperature: {temperature:.0f} K')
print(f'population of J=6: {100*population[6]:.2f} %')
print(f'thermal mean excitation sigma: {mean_up*AREA:.4f} e-20 m^2')
print(f'thermal mean de-excitation sigma: {mean_down*AREA:.4f} e-20 m^2')
print(f'energy returned / energy lost: {back/gain:.4f}')
print(f'gas density at 1 Torr: {gas_density:.4e} m^-3')
print(f'electron speed: {speed:.4e} m/s')
print(f'excitation frequency at 1 Torr: {frequency:.4e} s^-1')
print(f'cutoff radius tried: {cut_radius:.1f} bohr')
print(f'cutoff factor on sigma, backward: {cut_factor:.4f}')
print(f'bound on p-wave coupling K: {second_order:.4f}')
print(f'p-wave polarization phase: {p_phase:.4f} rad')
print(f'molecule speed / electron speed: {molecule_speed/speed:.5f}')
print('tests ok')
```

Output:

```
integral of j2(x)/x, 0 to 300: 0.33333
integral of j2(x)/x^2: 0.19635
two-channel test, kf/ki=0.5: flux 1.9904e-05, Born 1.9975e-05
two-channel test, kf/ki=0.8: flux 6.6542e-05, Born 6.6803e-05
N2 bond length: 1.10 angstrom
Q, HF/aug-cc-pVDZ: -0.8883 a.u.
Q, HF/cc-pVTZ: -1.0131 a.u.
Q, MP2/aug-cc-pVDZ: -1.1751 a.u.
polarizability, parallel: 14.338 a.u.
polarizability, perpendicular: 9.933 a.u.
alpha2: 2.937 a.u.
B: 0.2466 meV
electron energy: 0.10 eV
threshold of J=6->8: 7.399 meV
ki: 0.08573 a.u.
kf: 0.08250 a.u.
kf/ki: 0.96229
angular factor (J+1)(J+2)/((2J+1)(2J+3)), J=6: 0.28718
prefactor (8 pi/15) Q^2: 2.3138 bohr^2
sigma 6->8, formula: 0.63942 bohr^2
sigma 6->8, partial waves: 0.63933 bohr^2
sigma 6->8: 0.1791 e-20 m^2
sigma 0->2 at 0.1 eV: 0.4287 e-20 m^2
J=6->8: energy (eV), kf/ki, sigma (e-20 m^2), polarization factor
  0.01  0.5100  0.0949  0.9571
  0.02  0.7938  0.1477  0.9330
  0.05  0.9230  0.1718  0.8891
  0.10  0.9623  0.1791  0.8425
partial-wave sum W (limit 1/9): 0.111096
share of p-to-p waves: 66.82 %
share involving an s wave: 13.00 %
gas temperature: 300 K
population of J=6: 11.04 %
thermal mean excitation sigma: 0.1795 e-20 m^2
thermal mean de-excitation sigma: 0.1386 e-20 m^2
energy returned / energy lost: 0.7215
gas density at 1 Torr: 3.2188e+22 m^-3
electron speed: 1.8755e+05 m/s
excitation frequency at 1 Torr: 1.0837e+07 s^-1
cutoff radius tried: 3.0 bohr
cutoff factor on sigma, backward: 0.9502
bound on p-wave coupling K: 0.0492
p-wave polarization phase: 0.0176 rad
molecule speed / electron speed: 0.00276
tests ok
```
